# Ballistic conductance limit of a straight Fermi arc

## 1. An arc perpendicular to the current

Take the surface of a conductor with transport along $x$ and width $W$ along $y$. Let one surface band have the energy

$$E=\hbar v k_x,\qquad |k_y|<Q/2,\qquad v>0,$$

measured from the Fermi energy. The states at the Fermi energy form the open line $k_x=0$, a Fermi arc. Its extent in the transverse wavevector is $Q$, so its extent in momentum is $\hbar Q$. Nondegenerate means one state per wavevector, with no factor 2 for spin. The electrons are independent, and $e>0$ is the size of their charge. SI units are used because the result is wanted in siemens per length.

Every state of this arc moves from the source on the left to the drain on the right. With no scattering, the source fills all of them. Raise the source's chemical potential by $eV$. The filled region then grows by $\Delta k_x=eV/(\hbar v)$ over the whole extent $Q$. There are $1/(4\pi^2)$ states per unit area of surface and unit area of wavevector space, and each carries charge at speed $v$. The added current per width is

$$\frac{\Delta I}{W}=e\,v\,\frac{1}{4\pi^2}\,Q\,\frac{eV}{\hbar v}=\frac{e^2Q}{4\pi^2\hbar}V .$$

The speed cancels: fast electrons carry more current each, but fewer of them fit into a given energy window. With $h=2\pi\hbar$ we have $4\pi^2\hbar=2\pi h$, so

$$\boxed{\frac{G_{\rm arc}}{W}=\frac{e^2}{h}\frac{Q}{2\pi}}$$

in this ideal case. What follows asks which parts survive a tilted arc, a finite width, scattering and a real film, and why the value becomes an upper bound.

**First numbers.** Let the surface lattice constant be $a=0.45$ nm and let the arc span half the surface zone, $Q=\pi/a=6.98\ \mathrm{nm^{-1}}$. Then $Q/2\pi=1.111\ \mathrm{nm^{-1}}$, and with $e^2/h=38.74\ \mu$S

$$\frac{G_{\rm arc}}{W}=38.74\times1.111=43.0\ \mu\mathrm{S/nm}=43.0\ \mathrm{mS/\mu m}.$$

## 2. A tilted arc with varying speed

Let the straight arc have length $\ell$ in wavevector space and make an angle $\theta$ with the $k_y$ axis, $0\le\theta<\pi/2$. Use coordinates along the arc ($s$) and normal to it ($q$):

$$s=-k_x\sin\theta+k_y\cos\theta,\qquad q=k_x\cos\theta+k_y\sin\theta .$$

This is a rotation, so $dk_x\,dk_y=ds\,dq$. The arc is $q=0$, $|s|<\ell/2$. The energy $E(s,q)$ vanishes on it, and $\partial E/\partial q>0$ there.

In linear response the source adds the occupation $eV(-\partial f/\partial E)$, where $f$ is the Fermi function. The velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$. Hence

$$\frac{G}{W}=\frac{e^2}{4\pi^2\hbar}\int ds\,dq\;\frac{\partial E}{\partial k_x}\left(-\frac{\partial f}{\partial E}\right),\qquad
\frac{\partial E}{\partial k_x}=\cos\theta\,\frac{\partial E}{\partial q}-\sin\theta\,\frac{\partial E}{\partial s}.$$

At zero temperature $-\partial f/\partial E$ becomes $\delta(E)$, which selects $q=0$. Since $E=0$ all along the arc, $\partial E/\partial s=0$ there and the second term drops. In the first, $\int dq\,(\partial E/\partial q)\,\delta(E)=1$ for each $s$. The integral over $s$ leaves

$$\frac{G}{W}=\frac{e^2}{2\pi h}\,\ell\cos\theta=\frac{e^2}{h}\frac{Q}{2\pi},\qquad Q=\ell\cos\theta .$$

Thus $Q$ is the projection of the arc on the transverse axis. For $\theta\to0$ Section 1 returns. For $\theta\to\pi/2$ the arc lies along $k_x$, its electrons move sideways, and the contribution vanishes.

A numerical test used $\ell=7\ \mathrm{nm^{-1}}$, $\theta=35^\circ$, $k_BT=2$ meV and the energy $0.2\,(1+0.4s/\ell)(q+q^2/2)$ eV, with $q$ in $\mathrm{nm^{-1}}$, so that the speed varies along and across the arc. The integral covers $|q|<0.3\ \mathrm{nm^{-1}}$. This leaves out the second zero of this energy at $q=-2\ \mathrm{nm^{-1}}$, which is not part of the arc and whose states move backward. Direct integration gave 0.91262 modes per nm; $\ell\cos\theta/2\pi$ is 0.91260.

Straightness matters because such an arc meets each $k_y$ once. An S-shaped arc can meet one $k_y$ three times. Along that line the energy crosses the Fermi level upward, downward and upward, which gives two forward modes and one backward mode. The forward count can then exceed $Q/2\pi$ per width.

## 3. Finite width: whole modes

Impose periodic boundary conditions across $W$. The allowed $k_y$ are spaced by $2\pi/W$, so an interval of length $Q$ contains

$$N=\frac{WQ}{2\pi}+\eta,\qquad -1\le\eta<1,$$

modes, with $N$ a whole number; $\eta=-1$ occurs when both ends of the open interval fall on allowed values. For $W=20$ nm, $WQ/2\pi=22.22$, so $N$ is 22 or 23 depending on where the arc lies relative to the allowed values; an arc centred on $k_y=0$ gives 23. The wide-sample formula gives $20\times43.045=861\ \mu$S, or a two-terminal resistance of 1.16 kΩ. A wire with 23 modes could exceed this by less than one $e^2/h$. The bound per width is therefore a statement about wide samples; at finite width the bound is $Ne^2/h$. Real side walls also change the allowed $k_y$ and may carry surface states of their own.

## 4. Scattering turns the value into a bound

Now put a disordered region between two clean leads, each joined to a reservoir that fills the modes entering from it. For one mode of fixed $k_y$, the current in an interval $dk_x$ is

$$dI=e\,v_x f\,\frac{dk_x}{2\pi}
=e\,\frac{1}{\hbar}\frac{dE}{dk_x}\,f\,\frac{dk_x}{2\pi}=\frac{e}{h}f\,dE .$$

Let $T_n$ be the total probability that an electron entering from the source in mode $n$ leaves through the drain, in whatever mode. Let $T'_m$ be the same for mode $m$ entering from the drain. Then

$$I=\frac{e}{h}\int dE\Big[f_S\sum_nT_n-f_D\sum_mT'_m\Big].$$

The two sums are equal. At fixed $k_y$ each subband of the whole film is periodic in $k_x$, so its energy crosses a given level upward as often as downward. The source lead therefore has equal numbers $N_{\rm tot}$ of incoming and outgoing modes. Let $R$ be the summed reflection probability back into the source. Flux conservation for waves entering from the source gives $N_{\rm tot}=R+\sum_nT_n$. The scattering matrix is unitary, so each outgoing mode also receives total probability one when all incoming modes are summed. For the modes going out to the source this gives $N_{\rm tot}=R+\sum_mT'_m$. Subtraction gives $\sum_nT_n=\sum_mT'_m$.

With $f_S-f_D=eV(-\partial f/\partial E)$ to first order in $V$, and zero temperature,

$$G=\frac{e^2}{h}\sum_nT_n .$$

The arc's contribution is the part of the sum whose incoming modes belong to the arc. Since $T_n$ is one minus a sum of reflection probabilities, $0\le T_n\le1$. Mixing between modes does not alter this, because $T_n$ already includes every exit. Therefore

$$G_{\rm arc}=\frac{e^2}{h}\sum_{n\in{\rm arc}}T_n\le\frac{e^2}{h}N,\qquad
\boxed{\frac{G_{\rm arc}}{W}\le\frac{e^2Q}{2\pi h}}$$

for a wide sample.

**Which arcs count.** An arc moving from drain to source is filled by the drain. Raising the source potential injects nothing into it. One could instead lower the drain potential and follow the change in those backward modes, but the equality of the two sums shows that this describes the same total current. Adding both would count it twice. A film with a forward arc on its top surface and a backward arc on its bottom surface has one contribution. If time reversal is a symmetry, $\mathbf k\to-\mathbf k$ reverses the velocity and each forward arc has a backward partner on the same surface; with one such pair per surface, each surface contributes once.

**What voltage is meant.** $V$ is the difference between reservoirs, so the contact resistance is included. A conductance formed with a voltage drop measured inside the wire is a different ratio and is not bounded by this argument.

**Test with mode mixing.** The lattice film of Section 5, 8 layers thick and 10 cells wide with periodic sides, has five forward modes at energy $0.1t$, where $t$ is the lattice energy scale. A region 10 cells long received random site energies spread uniformly over a width $U$. For one random pattern, scaled to each $U$, the summed transmission was

- 5.000 for $U=0$,
- 4.949 for $U=2t$,
- 2.898 for $U=6t$.

All three respect the limit of five, and the clean film reaches it.

## 5. An arc computed from a lattice

So far the arc was assumed. A simple magnetic Weyl model produces one. With energies in units of $t$, wavevectors in units of $1/a$, and $z$ normal to the film,

$$H=\sin k_x\,\sigma_x+\sin k_z\,\sigma_y+(m-\cos k_z)\sigma_z,$$
$$m=2+\cos k_0-\cos k_x-\cos k_y,\qquad 0<k_0<\pi .$$

For layers $j=1,2,\dots$, a factor $e^{ik_z}$ becomes a hop from layer $j+1$ to $j$. The $z$-dependent part acts as

$$(H_z\psi)_j=m\sigma_z\psi_j+V\psi_{j+1}+V^\dagger\psi_{j-1},\qquad V=\frac{\sigma_y}{2i}-\frac{\sigma_z}{2}.$$

Try $\psi_j=\varphi_j\chi$ with $\sigma_x\chi=\chi$. From $\sigma_y=-i\sigma_z\sigma_x$ we get $\sigma_y\chi=-i\sigma_z\chi$, hence

$$V\chi=\left(-\tfrac12-\tfrac12\right)\sigma_z\chi=-\sigma_z\chi,\qquad
V^\dagger\chi=\left(\tfrac12-\tfrac12\right)\sigma_z\chi=0 .$$

The condition $H_z\psi=0$ becomes $m\varphi_j-\varphi_{j+1}=0$, or $\varphi_{j+1}=m\varphi_j$. It also holds at $j=1$, where the missing layer would have entered through $V^\dagger$. The state decays into the crystal if $|m|<1$. What remains of $H$ is $\sin k_x\sigma_x$, so $E=\sin k_x$, and near $k_x=0$ the state moves forward. The choice $\sigma_x\chi=-\chi$ exchanges the roles of $V$ and $V^\dagger$ and gives a state on the opposite surface with $E=-\sin k_x$.

At $E=0$ and $k_x=0$, $m=1+\cos k_0-\cos k_y$. The condition $m<1$ means $\cos k_y>\cos k_0$, or $|k_y|<k_0$, while $m>-1$ holds for all $k_y$. At $k_x=\pi$, $m>1$ and there is no surface state. The arc is thus straight, with $Q=2k_0/a$. The value $k_0=\pi/2$ gives the $Q=\pi/a$ used above.

## 6. A finite film loses the ends of the arc

In a film of $n$ layers the two surface states overlap. Since $\sigma_x$ anticommutes with both matrices in $H_z$, the cross terms in $H^2$ cancel and

$$E^2=\sin^2k_x+\delta^2,$$

where $\delta$ is a level of $H_z$ in the film. For $0<m<1$ and $m^n\ll1$, the normalized top state is $\varphi_j=\sqrt{1-m^2}\,m^{j-1}$. It satisfies the layer equation except in layer $n$, where $\varphi_{n+1}$ is missing and $m\varphi_n=\sqrt{1-m^2}\,m^n$ is left over. The bottom state has amplitude $\sqrt{1-m^2}$ in that layer. The coupling is the product,

$$\delta\simeq(1-m^2)m^n .$$

For $m=0.5$, $n=12$ this is $1.831\times10^{-4}\,t$, and diagonalization gives the same digits.

Near the ends of the arc $m\to1$ and the states reach through the film. Where $\delta$ exceeds the Fermi energy, no forward mode is left. With $t=0.5$ eV and a Fermi energy 10 meV above the nodes, the remaining extent is

- $0.859\,Q$ for 12 layers (5.4 nm),
- $0.945\,Q$ for 24 layers,
- $0.987\,Q$ for 48 layers,
- $1.004\,Q$ for 96 layers.

The last value is above one, which calls for a reason. A level of $H_z$ in the film mixes both signs of $\sigma_x$. Write $\psi_j=x_j\chi+y_j\sigma_z\chi$ with $\sigma_x\chi=\chi$. The actions of $V$ and $V^\dagger$ found in Section 5 give $\delta y_j=mx_j-x_{j+1}$ and $\delta x_j=my_j-y_{j-1}$, with $x_{n+1}=0$ and $y_0=0$ for the missing layers. At the nominal end, $m=1$, eliminating $x_j$ leaves the equation of a chain, $\delta^2y_j=2y_j-y_{j+1}-y_{j-1}$, with $y_0=0$ at one end and, from $x_{n+1}=0$, $y_{n+1}=y_n$ at the other. The solution $y_j=\sin(pj)$ meets the second condition first at $p=\pi/(2n+1)$, so

$$\delta=\sqrt{2-2\cos p}=2\sin\frac{\pi}{2(2n+1)}\simeq\frac{\pi}{2n+1}.$$

For 96 layers this is about $3.14\times500/193\approx8$ meV, below the Fermi energy. The lowest subband is still conducting where the surface state has ended, so the excess is a bulk mode. For 48 layers the level is about 16 meV and the excess is absent.

The number of forward modes was also found by counting band crossings over all $k_x$. For 12 layers this gives 0.956 modes per nm at 10 meV, against $0.859\times1.111=0.954$; the difference is within the spacing of the $k_y$ grid. At 40 values of $k_y$, and at both 10 and 200 meV, the transmission from Green functions agreed with this whole-number count to within 0.01.

## 7. Temperature

At nonzero temperature $Q$ is replaced by the average of $Q(E)$ with weight $-\partial f/\partial E$. On a thick crystal a surface state at energy $E$ has $\cos k_x=\sqrt{1-\varepsilon^2}$, with $\varepsilon=E/t$. For $k_0=\pi/2$ the limit $m=1$ gives

$$Q(E)=\frac2a\arccos\!\left(1-\sqrt{1-\varepsilon^2}\right)\simeq\frac2a\left(\frac\pi2-\frac{\varepsilon^2}{2}\right).$$

With the chemical potential at the nodes, the thermal mean of $\varepsilon^2$ is $\frac{\pi^2}{3}(k_BT/t)^2$, so the relative change is $-\frac{\pi}{3}(k_BT/t)^2$ to leading order. At 373 K, $k_BT=32.1$ meV and this is $-0.43\,\%$; the average of the full expression is $-0.44\,\%$. A term linear in $E$, absent here, would also average to zero.

In the 12-layer film at 373 K the thermal mean of all forward modes is 1.05 per nm, with the chemical potential at the nodes or 10 meV above them. This is above the zero-temperature 0.954 at 10 meV mainly because the average includes energies at which the lost ends conduct: about 1.03 per nm comes from the lowest subband inside $|k_y|<k_0/a$, and about 0.02 per nm from bulk modes.

## 8. Backscattering along the wire

Let $F(x)$ and $B(x)$ be the forward and backward particle currents, with equal numbers of modes and incoherent exchange over a length $\lambda$:

$$\frac{dF}{dx}=-\frac{F-B}{\lambda},\qquad \frac{dB}{dx}=-\frac{F-B}{\lambda}.$$

Subtraction shows that $J=F-B$ is constant, so $F(L)=F(0)-JL/\lambda$. Nothing enters from the drain, so $B(L)=0$ and $F(L)=J$. Thus $F(0)=J(1+L/\lambda)$ and

$$T=\frac{J}{F(0)}=\frac{\lambda}{\lambda+L}.$$

For $L\ll\lambda$ the bound is approached; for $L\gg\lambda$ the conductance falls as $1/L$. With $L=20$ nm and an assumed $\lambda=30$ nm, $T=0.600$, and the arc part of the 20 nm wide wire drops from 861 to 517 μS. Composing 4000 thin scatterers, each reflecting with probability $L/(4000\lambda)$, also gave 0.600.

## 9. Beside a real interconnect

The parameters are round values in the rough regime of CoSi, a semimetal with long surface arcs. The two-node model is not its band structure, and $\lambda$ is an assumption. CoSi respects time reversal and can have several arcs per surface, so the bound applies to each forward arc that meets every $k_y$ at most once, and the contributions add. A winding arc must be counted by its forward crossings, as in Section 2. The arc bound leaves out the bulk, which in a real film also conducts. In the 12-layer model, moving the Fermi level from 10 to 200 meV above the nodes raises the count from 0.95 to 1.61 modes per nm, 45 % above $Q/2\pi$. The bound is not violated, since it limits the arc and not the film.

Copper gives the scale. Its cubic cell, of side about 0.36 nm, holds four atoms. With one free electron per atom, $k_F=(3\pi^2\times4/0.36^3)^{1/3}=13.64\ \mathrm{nm^{-1}}$. For free electrons with two spins, the modes per cross-sectional area are the area of the Fermi disc over $4\pi^2$, times two:

$$2\,\frac{\pi k_F^2}{4\pi^2}=\frac{k_F^2}{2\pi}=29.6\ \mathrm{nm^{-2}}\qquad(k_F=13.64\ \mathrm{nm^{-1}}).$$

One arc therefore matches, in ballistic modes per width, a copper thickness of $1.111/29.6=0.038$ nm, less than an atomic layer. At equal width, and with every mode transmitted, a copper film of a few nanometres carries far more than one arc. For a few arcs to compete with such a film, copper's modes would have to be transmitted much less well than the arcs' modes. The bound fixes how many modes an arc supplies; how well they are transmitted depends on the scattering in the particular wire.

## Numbers as computed

```
lattice constant a = 0.45 nm, energy scale t = 0.5 eV
surface velocity t a/hbar = 3.418e+05 m/s
film: 12 layers = 5.40 nm thick
wire width = 20.0 nm, length = 20.0 nm
temperature = 373.0 K, kT = 32.14 meV
conductance quantum e^2/h = 38.7405 uS
arc extent Q = 6.9813 1/nm
arc modes per width Q/(2 pi) = 1.1111 1/nm
BOUND G/W = 43.045 uS/nm = 43.045 mS/um
W Q/(2 pi) for the wire = 22.22 modes
bound for the wire = 860.9 uS
least two-terminal resistance = 1.1616 kohm
tilted arc: length 7.0 1/nm, angle 35 deg
  modes per width, integral = 0.91262 1/nm
  modes per width, formula  = 0.91260 1/nm
surface coupling, 12 layers, m = 0.5: 1.8311e-04 t
  formula (1-m^2) m^n: 1.8311e-04 t
Fermi energy for film extents = 10 meV
  12 layers: extent/Q = 0.8586
  24 layers: extent/Q = 0.9453
  48 layers: extent/Q = 0.9865
  96 layers: extent/Q = 1.0035
12-layer film modes at 10 meV = 0.9556 1/nm
12-layer film modes, thermal mean = 1.0533 1/nm
12-layer film modes at 200 meV = 1.6074 1/nm
thermal change of Q, thick crystal = -0.440 %
disorder test: 10 cells wide, 8 layers, 10 cells long
  energy = 0.1 t, ideal modes = 5.000
  disorder width 0.0 t: summed T = 5.0000
  disorder width 2.0 t: summed T = 4.9490
  disorder width 6.0 t: summed T = 2.8985
backscattering length = 30.0 nm
  transmission, formula = 0.6000, slices = 0.6000
  wire conductance with it = 516.5 uS
copper: a = 0.36 nm (rough), kF = 13.64 1/nm
  modes per area = 29.62 1/nm^2
  thickness matching one arc = 0.0375 nm
```
